# Finite volumes for complex admittivity: layered limits and corner-limited convergence

## 1. What scaling and symmetry fix

Two linear dielectrics A and B fill a square region between two electrodes. Each phase has a complex admittivity $\kappa=\sigma+i\omega\varepsilon_0\varepsilon$, where $\varepsilon$ is the relative permittivity and the time factor is $e^{+i\omega t}$. If $\kappa$ is multiplied everywhere by one complex number, the potential is unchanged and the current is multiplied by that number. If all lengths in the plane are stretched together, the current per unit depth at fixed voltage is unchanged, because the field falls as the electrode grows. For a square of any size, therefore,
$$\kappa_{\rm eff}=\frac{I}{V}=\kappa_A\,F\!\left(\frac{\kappa_B}{\kappa_A}\right),$$
where $I$ is the current per unit depth and $F$ depends on the arrangement alone.

If exchanging the phases leaves $\kappa_{\rm eff}$ unchanged, as in a checkerboard, then $F(1/z)=F(z)/z$. The function $\sqrt z$ satisfies this, but so do $(1+z)/2$ and $2z/(1+z)$. Symmetry restricts the answer without selecting it; Section 5 supplies the missing condition.

## 2. The continuum problem

In the quasi-static regime $\mathbf E=-\nabla\phi$. Charge conservation reads $i\omega\rho+\nabla\cdot(\sigma\mathbf E)=0$, and Gauss's law reads $\rho=\nabla\cdot(\varepsilon_0\varepsilon\mathbf E)$. Substituting the second into the first gives
$$\nabla\cdot\mathbf J=0,\qquad \mathbf J=-\kappa\nabla\phi .$$
Here $\mathbf J$ is the sum of conduction and displacement current.

Measure lengths in units of the gap $L$. The electrodes impose $\phi=V$ at $x=0$ and $\phi=0$ at $x=1$; no current crosses $y=0$ or $y=1$. The phases are isotropic with $\sigma>0$.

At an interface with normal pointing from A to B, let $E_A,E_B$ be the normal fields. Gauss's law and charge conservation give
$$\rho_s=\varepsilon_0(\varepsilon_BE_B-\varepsilon_AE_A),\qquad i\omega\rho_s=\sigma_AE_A-\sigma_BE_B .$$
Eliminating $\rho_s$ yields $\kappa_AE_A=\kappa_BE_B$. The total current is continuous, although its conduction and displacement parts each jump when $\omega\rho_s\ne0$.

## 3. The conservative scheme

Divide the square into $N_x\times N_y$ cells of sides $h_x,h_y$, with constant $\kappa$ in each cell and every interface on cell faces. Let $\phi_f$ be the potential on the face between cells $L$ and $R$. The current through the face, computed from either side, is
$$F=\frac{2\kappa_Lh_y}{h_x}(\phi_L-\phi_f)=\frac{2\kappa_Rh_y}{h_x}(\phi_f-\phi_R).$$
Solving for the two potential drops and adding them removes $\phi_f$:
$$\phi_L-\phi_R=\frac{h_x}{2h_y}\left(\frac1{\kappa_L}+\frac1{\kappa_R}\right)F .$$
Hence
$$F=\kappa_f\frac{h_y}{h_x}(\phi_L-\phi_R),\qquad \kappa_f=\frac{2\kappa_L\kappa_R}{\kappa_L+\kappa_R}.$$
Faces normal to $y$ follow by exchanging $h_x$ and $h_y$. An electrode is half a cell away, so its link has admittance $2\kappa h_y/h_x$. The discrete equation is that the outward currents of each cell sum to zero. Summed over a column of cells, the vertical currents cancel in pairs, so the same $I$ crosses every vertical plane.

**Uniqueness and power.** Multiply each cell's outward current by $\phi^*$ and sum over cells. Each link then appears with the difference of its end potentials, and the driven electrode adds $V^*I$:
$$\sum_{\rm links}F\,(\Delta\phi)^*=V^*I .$$
With $F=g\,\Delta\phi$ and $V=0$ this becomes $\sum g|\Delta\phi|^2=0$. Each $1/g$ is a sum of half-cell impedances with positive real part, so ${\rm Re}\,g>0$ and every $\Delta\phi$ vanishes. The discrete solution is unique.

With $V\ne0$, a half cell of impedance $h_x/(2h_y\kappa)$ dissipates
$$\frac12|F|^2\,\frac{h_x}{2h_y}\,\frac{\sigma}{|\kappa|^2}
=\frac12\,\sigma\left|\frac{F}{\kappa h_y}\right|^2\frac{h_xh_y}{2}.$$
This is $\frac12\sigma|E_x|^2$ times the area of the half cell. Adding the $y$ links gives the heat, which equals the input $\frac12{\rm Re}(V^*I)$.

## 4. The two layered limits

**Layers across the current.** Try a potential independent of $y$. Each row then carries $F=I/N_y=Ih_y$, and each cell contributes two half-cell impedances:
$$V=F\,\frac{h_x}{h_y}\sum_i\frac1{\kappa_i}=I\,h_x\sum_i\frac1{\kappa_i}.$$
The sum counts cells, so with area fractions $f_A,f_B$
$$\frac1{\kappa_{\rm ser}}=\frac{f_A}{\kappa_A}+\frac{f_B}{\kappa_B}.$$

**Layers along the current.** Now $\phi=V(1-x)$ satisfies every cell balance, with no vertical current. Row $j$ carries $\kappa_jh_yV$, and
$$\kappa_{\rm par}=f_A\kappa_A+f_B\kappa_B .$$
By uniqueness these are the discrete solutions. Both limits hold on every aligned grid, apart from rounding.

The face mean matters. In the series stack an interface link should contribute $h(\kappa_A+\kappa_B)/(2\kappa_A\kappa_B)$ to $1/\kappa_{\rm eff}$, with $h=h_x$. An arithmetic mean contributes $2h/(\kappa_A+\kappa_B)$ instead. The change is
$$h\,\frac{4\kappa_A\kappa_B-(\kappa_A+\kappa_B)^2}{2\kappa_A\kappa_B(\kappa_A+\kappa_B)}
=-h\,\frac{(\kappa_A-\kappa_B)^2}{2\kappa_A\kappa_B(\kappa_A+\kappa_B)},$$
a first-order error. Misplacing an interface by up to $h/2$ is also a first-order error, since it changes $f_A$ by that amount.

### Relaxation of the series stack

Write $p=i\omega$, $a=\varepsilon_0\varepsilon_A$, $b=\varepsilon_0\varepsilon_B$, $S=f_A\sigma_B+f_B\sigma_A$ and $E=f_Ab+f_Ba$. Then
$$\kappa_{\rm ser}=\frac{(\sigma_A+pa)(\sigma_B+pb)}{S+pE}.$$
Seek the form $\sigma_{\rm dc}+p\epsilon_\infty+p\Delta/(1+p\tau)$ with $\tau=E/S$. Multiplication by $S+pE=S(1+p\tau)$ and comparison of powers of $p$ give
$$\sigma_{\rm dc}=\frac{\sigma_A\sigma_B}{S},\qquad \epsilon_\infty=\frac{ab}{E},\qquad
S\Delta=\sigma_Ab+\sigma_Ba-\sigma_{\rm dc}E-\epsilon_\infty S .$$
Multiply the last relation by $SE$ and factor:
$$S^2E\,\Delta=-(E\sigma_A-Sa)(E\sigma_B-Sb).$$
Inserting $S$ and $E$, the brackets are $f_A(b\sigma_A-a\sigma_B)$ and $-f_B(b\sigma_A-a\sigma_B)$. Therefore
$$\Delta=\frac{f_Af_B(b\sigma_A-a\sigma_B)^2}{S^2E}\ge0 .$$
The relaxation disappears when $\sigma_A/a=\sigma_B/b$, that is, when both phases have the same charge relaxation time. The parallel stack has constant conductivity and permittivity, and does not relax.

The interfacial charge follows from $E_A=\kappa_{\rm ser}V/(L\kappa_A)$ and $E_B=\kappa_{\rm ser}V/(L\kappa_B)$:
$$\rho_s=\frac VL\,\frac{b\kappa_A-a\kappa_B}{f_A\kappa_B+f_B\kappa_A}
=\frac VL\,\frac{b\sigma_A-a\sigma_B}{S(1+i\omega\tau)} .$$
The terms $i\omega ab$ cancel in the numerator. The charge is the relaxing quantity, and it lags the voltage by $\arctan\omega\tau$ when $b\sigma_A>a\sigma_B$.

### Numbers for the layers

Take $\varepsilon_A=10$, $\sigma_A=10^{-6}$ S/m, $\varepsilon_B=4$, $\sigma_B=10^{-8}$ S/m, and $f_A=0.75$. The frequency is 1 kHz, the gap 1 mm and the voltage amplitude 1 V. In units of $10^{-7}$ S/m,
$$\kappa_A=10+5.563i,\qquad \kappa_B=0.1+2.225i .$$
The two limits are
$$\kappa_{\rm ser}=\frac{-11.38+22.81i}{2.575+3.060i}=2.532+5.850i,$$
$$\kappa_{\rm par}=0.75\,\kappa_A+0.25\,\kappa_B=7.525+4.729i .$$
The lattice agrees with both to a relative error below $10^{-12}$. With arithmetic faces the series result is wrong by 7.0% on 16 cells and 3.4% on 32.

The imaginary part of $\kappa_{\rm ser}$ exceeds that of either phase. The Debye form explains this. Here $S=2.575\times10^{-7}$ S/m and $E=5.5\,\varepsilon_0$, so $\tau=0.189$ ms and the relaxation frequency is 842 Hz. The high-frequency relative permittivity is $40/5.5=7.27$, and the relaxation adds a strength of 7.82. At 1 kHz, $\omega\tau=1.19$, giving
$$7.27+\frac{7.82}{1+1.19^2}\approx10.5,$$
which is above $\varepsilon_A=10$. The excess is interfacial polarization. At $\omega\tau=1$ the loss, with its dc part removed, is 3.91, half the strength.

The fields are $E_A=442+339i$ and $E_B=2674-1017i$ V/m. Their weighted mean is the applied 1000 V/m. The interfacial charge is $55.6-66.1i$ nC/m², of magnitude 86 nC/m² and lag 50°, in agreement with $\arctan1.19$.

## 5. Two-dimensional benchmarks from duality

Layers do not test currents that bend. Since $\nabla\cdot\mathbf J=0$, a stream function exists with $J_x=\partial_y\psi$ and $J_y=-\partial_x\psi$. The field $\mathbf J/\kappa=-\nabla\phi$ has no curl, so
$$\partial_x\!\left(\frac{J_y}{\kappa}\right)-\partial_y\!\left(\frac{J_x}{\kappa}\right)=0
\quad\Longrightarrow\quad \nabla\cdot\left(\frac1\kappa\nabla\psi\right)=0 .$$
On the insulating walls $J_y=0$, so $\psi$ is constant there; the two constants differ by $\int J_x\,dy=I$. On the electrodes $\partial_y\phi=0$, hence $J_y=0$ and $\partial_x\psi=0$, an insulating condition for $\psi$. Thus $\psi$ solves the problem with medium $1/\kappa$, drive $I$ along $y$, and total current $\int(J_x/\kappa)\,dx=V$. If $G_x$ and $G_y$ denote effective admittivities along the axes,
$$G_x[\kappa]\;G_y[1/\kappa]=1 .$$
For a smooth medium without special symmetry, the lattice product on $64\times64$ cells differs from one by $2.5\times10^{-6}$.

Now divide the square into four quadrants, with A at lower left and upper right and B in the others. Reflection in the electrodes and walls continues this cell to an infinite checkerboard. The inverse medium is $1/\kappa=\tilde\kappa/(\kappa_A\kappa_B)$, where $\tilde\kappa$ has the phases exchanged. The reflection $x\to1-x$ turns $\tilde\kappa$ back into $\kappa$ without changing $G_y$, and $x\leftrightarrow y$ shows $G_y=G_x$. Hence
$$\kappa_{\rm eff}^2=\kappa_A\kappa_B,\qquad \kappa_{\rm eff}=\sqrt{\kappa_A\kappa_B},$$
with the root of positive real part, because the input power is positive.

The same argument applies to
$$\kappa(x,y)=\kappa_0e^{c\cos\pi x\cos\pi y},\qquad \kappa_0=\sqrt{\kappa_A\kappa_B},\quad c=\tfrac12\ln\frac{\kappa_A}{\kappa_B},$$
since $x\to1-x$ reverses the exponent. This medium has the checkerboard's corner values and its effective admittivity, but no interfaces. It is a control for the combined effect of the interfaces and the corner; Section 7 traces the slow convergence to the corner.

## 6. Error for smooth media

From here $h_x=h_y=h$. Let $\kappa$ and $\phi$ be smooth up to the boundary. About a face midpoint,
$$\frac1{\kappa_f}=\frac1\kappa+\frac{h^2}{8}\,\partial_x^2\!\left(\frac1\kappa\right)+O(h^4),\qquad
\frac{\phi_R-\phi_L}{h}=\partial_x\phi+\frac{h^2}{24}\partial_x^3\phi+O(h^4).$$
Replacing the edge average of the current density by its midpoint value also costs $O(h^2)$. The electrode link has an $O(h)$ error in current density, but multiplied by its length $h/2$ this equals an $O(h^2)$ change of the electrode potential.

Let $e$ be the potential error after subtracting a smooth $O(h^2)$ function that absorbs this boundary change, and let $t$ be the remaining error in the face currents. Both the exact and the discrete currents balance in each cell, so multiplication by $e^*$ and summation give
$$\sum g|\Delta e|^2=\sum t\,(\Delta e)^*,$$
up to the sign convention for $t$. Since ${\rm Re}\,g$ is bounded below, the Cauchy–Schwarz inequality makes the root-mean-square gradient error $O(h^2)$. Averaging the current over all planes carries this order to $\kappa_{\rm eff}$.

For the smooth control, the relative errors on 16, 32, 64 and 128 cells per side are $1.10\times10^{-3}$, $2.76\times10^{-4}$, $6.90\times10^{-5}$ and $1.73\times10^{-5}$. The observed order is 2.00. On an electrode $\kappa\,\partial_x^2\phi=-\partial_x\kappa\,\partial_x\phi$, so the $O(h)$ link error is proportional to $\partial_x\kappa$ there. It vanishes for this medium, and these numbers bear on the interior estimate only.

## 7. Error at a checkerboard corner

At the centre of the checkerboard four quadrants meet. Inversion through this point maps the medium to itself and exchanges the electrodes, so $\phi-V/2$ is odd. Look for local solutions $r^\alpha\Theta(\theta)$. An odd solution can be chosen even about one diagonal and odd about the other. Take it even in the A quadrant and odd in the neighbouring B quadrant:
$$\Theta_A=u\cos\alpha(\theta-\tfrac\pi4),\qquad \Theta_B=v\sin\alpha(\theta-\tfrac{3\pi}4).$$
At $\theta=\pi/2$, continuity of potential and of normal current require
$$u\cos\frac{\pi\alpha}4=-v\sin\frac{\pi\alpha}4,\qquad
-\kappa_Au\sin\frac{\pi\alpha}4=\kappa_Bv\cos\frac{\pi\alpha}4 .$$
Dividing the second by the first gives
$$\tan^2\frac{\pi\alpha}4=\frac{\kappa_B}{\kappa_A},\qquad \alpha=\frac4\pi\arctan\sqrt{\frac{\kappa_B}{\kappa_A}} .$$
The other parity has the inverse ratio and exponent $2-\alpha$. For $|\kappa_B|<|\kappa_A|$ the first has ${\rm Re}\,\alpha<1$ and dominates; its field diverges as $r^{\alpha-1}$. The imaginary part rotates the phase of this contribution in proportion to $\ln r$.

The following error law is an asymptotic argument, not a full proof. Near the corner the lattice has no length but $h$, so the discrete field has the form $h^\alpha f(r/h)$. For $r\gg h$ its leading part and correction are
$$\phi-\frac V2\simeq Kr^\alpha\Theta,\qquad \delta\phi\simeq Kc'\,h^{2\alpha}r^{-\alpha}\Theta ,$$
with constants $K$ and $c'$. The power of $h$ is forced by scaling. Apply Green's identity to the exact and perturbed potentials outside a small circle. The electrodes give $V(I-I_h)$, and the circle gives
$$V(I-I_h)\simeq\int\kappa\,(\delta\phi\,\partial_r\phi-\phi\,\partial_r\delta\phi)\,r\,d\theta
=2\alpha c'K^2h^{2\alpha}\int\kappa\,\Theta^2d\theta .$$
The constant $V/2$ drops out because no net current enters the circle. If the prefactor is nonzero, the error scales as $h^{2\alpha}$, and its complex ratio on halving $h$ tends to $2^{2\alpha}$.

For the example,
$$\alpha=0.486+0.240i,\qquad 2\alpha=0.972+0.480i .$$
The exact $\kappa_{\rm eff}$ is $(2.656+4.294i)\times10^{-7}$ S/m; the $256\times256$ lattice gives $(2.666+4.302i)\times10^{-7}$ S/m. The relative error falls from 3.65% on 16 cells per side to 0.48% on 128 and 0.245% on 256. The base-2 logarithm of the last complex error ratio is $0.974+0.480i$, close to the prediction in both parts. Each halving divides the error by nearly two, not four, and turns its phase by $0.480\ln2=0.33$ rad.

As $\kappa_B/\kappa_A\to0$, $\alpha\simeq(4/\pi)\sqrt{\kappa_B/\kappa_A}$ and the order tends to zero. As the ratio approaches the negative real axis with $|\kappa_B|<|\kappa_A|$, ${\rm Re}\,\alpha\to0$ and the local energy ceases to be finite. The condition $\sigma>0$ in both phases excludes that endpoint. If both permittivities are also positive, both admittivities lie in the first quadrant and the argument of the ratio stays between $-\pi/2$ and $\pi/2$; the negative axis can be approached only when one permittivity is negative.

## 8. What flux continuity does and does not show

On the finest checkerboard the largest cell imbalance is $1.7\times10^{-12}$ of the mean face current. The discrete equations are solved, yet $\kappa_{\rm eff}$ is still wrong by 0.245%. Conservation checks the algebra, not the resolution.

A sharper check reconstructs the normal current from inside each phase. If $q(s)$ is the current density at distance $s$ from the interface, linear extrapolation gives
$$2q(h)-q(2h)=q(0)-h^2q''(0)+O(h^3).$$
In the row of cells next to the midpoint between the corner and the wall, on the corner's side, the larger deviation of the two extrapolated values from the common face current falls from 9.7% on 16 cells per side to 0.34% on 64 and 0.015% on 256. This is faster than the error of $\kappa_{\rm eff}$. The reason, within the argument of Section 7, is that the slow correction $r^{-\alpha}\Theta$ itself satisfies the interface conditions. It shifts the currents on both sides together, so a small local mismatch does not certify the total current.

Duality also checks the heat. The dual field has magnitude $|\mathbf J|=|\kappa||\mathbf E|$, and it is the original field pattern with phases exchanged, up to a factor. With $m_A,m_B$ the mean values of $|\mathbf E|^2$ in the phases and a common constant $C$,
$$m_B=C|\kappa_A|^2m_A,\qquad m_A=C|\kappa_B|^2m_B
\quad\Longrightarrow\quad \frac{m_A}{m_B}=\left|\frac{\kappa_B}{\kappa_A}\right| .$$
The areas are equal, so the share of heat in A is
$$\frac{\sigma_A/|\kappa_A|}{\sigma_A/|\kappa_A|+\sigma_B/|\kappa_B|}
=\frac{0.874}{0.874+0.045}\approx95\% .$$
The lattice gives 95.1%. Phase A has the weaker field, but its hundredfold larger conductivity outweighs this. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Relative permittivity A, B: 10.0, 4.0
Conductivity A, B: 1.0e-06, 1.0e-08 S/m
Frequency: 1000.0 Hz; gap: 1.0 mm; voltage amplitude: 1.0 V
Layer fractions A, B: 0.75, 0.25
Admittivity A: 1.000000e-06 +5.563250e-07 i S/m
Admittivity B: 1.000000e-08 +2.225300e-07 i S/m
Series layers, lattice: 2.531647e-07 +5.849718e-07 i S/m
Parallel layers, lattice: 7.525000e-07 +4.728763e-07 i S/m
Largest relative error of layered limits: 6.5e-13
Arithmetic faces, 16 cells, relative series error: 6.9759e-02
Arithmetic faces, 32 cells, relative series error: 3.4155e-02
Field in layer A: 4.418482e+02 +3.391605e+02 i V/m
Field in layer B: 2.674455e+03 -1.017482e+03 i V/m
Interfacial charge density: 5.559845e+01 -6.606580e+01 i nC/m^2
Series relaxation time: 0.18912 ms
Series relaxation frequency: 841.56 Hz
Series dc conductivity: 3.88350e-08 S/m
Series high-frequency relative permittivity: 7.27273
Series relaxation strength (relative): 7.82012
Lattice loss at relaxation frequency, dc removed: 3.91006
Duality product minus one, 64 x 64 cells: 2.47e-06
Smooth medium, 16 cells per side, relative error: 1.1001e-03
Smooth medium, 32 cells per side, relative error: 2.7579e-04
Smooth medium, 64 cells per side, relative error: 6.8997e-05
Smooth medium, 128 cells per side, relative error: 1.7252e-05
Smooth medium, observed order: 1.9997
Checkerboard, 16 cells per side, relative error: 3.6513e-02; current mismatch: 9.69e-02
Checkerboard, 32 cells per side, relative error: 1.8578e-02; current mismatch: 1.88e-02
Checkerboard, 64 cells per side, relative error: 9.4473e-03; current mismatch: 3.38e-03
Checkerboard, 128 cells per side, relative error: 4.8072e-03; current mismatch: 6.83e-04
Checkerboard, 256 cells per side, relative error: 2.4479e-03; current mismatch: 1.52e-04
Checkerboard, exact: 2.656185e-07 +4.293625e-07 i S/m
Checkerboard, finest lattice: 2.665634e-07 +4.301592e-07 i S/m
Corner exponent alpha: 4.859267e-01 +2.399328e-01 i (dimensionless)
Predicted complex order 2 alpha: 9.718535e-01 +4.798657e-01 i (dimensionless)
Observed complex order: 9.736207e-01 +4.804733e-01 i (dimensionless)
Finest lattice, largest cell imbalance / mean face current: 1.7e-12
Finest lattice, largest plane-current deviation: 1.5e-11
Share of heat released in phase A: 95.13 %
```
